\section*{Closed-form quantum point-contact current with asymmetric voltage division, part 2}

A conducting filament joins two electron reservoirs, the source on the left ($x<0$) and the drain on the right ($x>0$). Its narrowest place acts as a barrier for motion along $x$, modelled by $U(x)=\Phi-\tfrac12\omega^2x^2$. We seek the current $I$ at a bias $V$ between the reservoirs.

Hartree atomic units are used, $\hbar=e=m_e=1$, with energies in hartree and lengths in bohr; $V$ has the same numerical value as the energy $eV$. The electron mass $m$ is the free mass unless stated otherwise. Energies $E$ are measured from the common Fermi level at zero bias. The barrier has height $\Phi$ above that level, thickness $t$ at it, and curvature frequency $\omega=(2/t)\sqrt{2\Phi}$. Its transmission, the same from either side, is
\begin{equation}
T(E)=\frac{1}{1+e^{-\alpha(E-\Phi)}},\qquad \alpha=\frac{2\pi}{\omega}=\frac{\pi t}{\sqrt{2\Phi}} .
\label{eq:T2}
\end{equation}

Under bias the source and drain Fermi levels are $\mu_S=\beta V$ and $\mu_D=-(1-\beta)V$, with $0\le\beta\le1$. The fraction $\beta$ of the bias is dropped between the source and the barrier top, and is the same at every bias of either sign. The bias is positive when the source has the higher electron energy, and $I$ is positive when electrons flow from source to drain.

Electrons cross coherently and independently, and the reservoirs absorb every electron that reaches them. There are $N$ identical channels that do not mix, each with two spin states. The voltage drops lie outside the barrier and leave its shape unchanged, an assumption relaxed in Section~\ref{sec:field}.

The worked example has $\Phi=0.04$ hartree, $t=20$ bohr, $\beta=0.8$ and $N=1$, which give $\alpha=222.1$ hartree$^{-1}$ and $T_0\equiv T(0)=1.383\times10^{-4}$.

\subsection{From transmission to current}

Consider the states of one channel that move to the right in a long source lead of length $L$. Their wave numbers are spaced by $2\pi/L$. An electron in such a state contributes $v/L$ to the rate of arrival at the barrier, where $v=dE/dk$ is its velocity. With two spin states, occupation $f_S(E)$ and transmission $T(E)$, the current from the source is
\begin{equation}
2\int\frac{L\,dk}{2\pi}\,\frac vL\,T f_S=\frac1\pi\int T(E)f_S(E)\,dE ,
\end{equation}
because $v\,dk=dE$. The velocity has cancelled against the density of states, so the form of the lead band does not matter. The drain sends the same expression with $f_D$ in the opposite direction. For $N$ channels,
\begin{equation}
I=\frac N\pi\int T(E)\,[f_S(E)-f_D(E)]\,dE .
\label{eq:landauer}
\end{equation}
A channel with $T=1$ has the conductance $1/\pi=0.3183$ in atomic units, which is $2e^2/h$.

At zero temperature $f_S-f_D$ equals $+1$ between $\mu_D$ and $\mu_S$ if $V>0$, equals $-1$ between them if $V<0$, and vanishes elsewhere. Both cases are contained in one oriented integral:
\begin{equation}
I=\frac N\pi\int_{-(1-\beta)V}^{\beta V}T(E)\,dE .
\label{eq:window}
\end{equation}
The lead bands must extend below the lower end of this window.

\subsection{The closed form}

Multiplying numerator and denominator of Eq.~\eqref{eq:T2} by $e^{\alpha(E-\Phi)}$ shows that
\begin{equation}
T(E)=\frac{dF}{dE},\qquad F(E)=\frac1\alpha\ln\left(1+e^{\alpha(E-\Phi)}\right).
\label{eq:F}
\end{equation}
Define the scaled distances of the two Fermi levels from the barrier top,
\begin{equation}
y_S=\alpha(\beta V-\Phi),\qquad y_D=-\alpha\,[\Phi+(1-\beta)V],
\end{equation}
whose difference is $y_S-y_D=\alpha V$. Then
\begin{equation}
I=\frac{N}{\pi\alpha}\left[\ln(1+e^{y_S})-\ln(1+e^{y_D})\right].
\label{eq:soft}
\end{equation}
The identity $\ln(1+e^y)=y+\ln(1+e^{-y})$ follows from taking $e^y$ out of the logarithm. Applied to both terms, it produces $y_S-y_D=\alpha V$ and reverses the signs in the exponents:
\begin{equation}
I=\frac N\pi\left\{V+\frac1\alpha\ln\left[
\frac{1+e^{\alpha(\Phi-\beta V)}}{1+e^{\alpha[\Phi+(1-\beta)V]}}\right]\right\}.
\label{eq:SM}
\end{equation}
This is the Su\~n\'e--Miranda form. In ordinary units, with energies in place of $\Phi$ and $1/\alpha$,
\begin{equation}
I=\frac{2e}{h}N\left\{eV+\frac1\alpha\ln\left[
\frac{1+e^{\alpha(\Phi-\beta eV)}}{1+e^{\alpha[\Phi+(1-\beta)eV]}}\right]\right\},
\quad \alpha=\frac{\pi t}{\hbar}\sqrt{\frac{m}{2\Phi}} .
\end{equation}

\subsection{Numerical evaluation}

In the tunnelling regime the two terms in the braces of Eq.~\eqref{eq:SM} nearly cancel, and digits are lost. A better form combines the logarithms of Eq.~\eqref{eq:soft}. Let $T_D=T(\mu_D)=e^{y_D}/(1+e^{y_D})$. Because $e^{y_S}=e^{y_D}e^{\alpha V}$,
\begin{equation}
1+e^{y_S}=(1+e^{y_D})\left[1+T_D\left(e^{\alpha V}-1\right)\right],
\end{equation}
and therefore
\begin{equation}
I=\frac{N}{\pi\alpha}\ln\left[1+T_D\left(e^{\alpha V}-1\right)\right].
\label{eq:stable}
\end{equation}
For $V>0$ this contains no difference of nearly equal numbers if library functions for $\ln(1+z)$ and $e^z-1$ are used. When $e^{\alpha V}$ would overflow or $T_D$ would underflow, Eq.~\eqref{eq:soft} can be used instead, with $\ln(1+e^y)=\max(y,0)+\ln(1+e^{-|y|})$. Negative bias is reduced to positive bias by Eq.~\eqref{eq:reverse}.

At $V=0.04$ hartree the levels are $\mu_S=0.032$ and $\mu_D=-0.008$ hartree. The transmissions there are $T(\mu_S)=0.1447$ and $T_D=2.340\times10^{-5}$. Here $V=\Phi$, so $\alpha V=8.886$ and $e^{\alpha V}-1\approx7.23\times10^3$. Then
\begin{equation}
I\approx\frac{\ln(1+0.169)}{\pi\times222.1}\approx2.24\times10^{-4}\ \text{a.u.},
\end{equation}
or $1.48$ microampere at $1.09$ V.

\subsection{Reversing the bias}

Replacing $V$ by $-V$ in Eq.~\eqref{eq:window} gives limits $(1-\beta)V$ and $-\beta V$. Exchanging them changes the sign and leaves the window that belongs to the fraction $1-\beta$:
\begin{equation}
I(-V;\beta)=-I(V;1-\beta).
\label{eq:reverse}
\end{equation}
For $\beta=\frac12$ the current is odd in $V$. A symmetric barrier thus rectifies if the voltage division is asymmetric. Equation~\eqref{eq:soft} gives for the example:
\begin{center}
\begin{tabular}{rrr}
$V$ (hartree) & $I$ (a.u.) & $I$ ($\mu$A)\\
$0.02$ & $6.83\times10^{-6}$ & $0.0453$\\
$-0.02$ & $-4.76\times10^{-7}$ & $-0.00315$\\
$0.04$ & $2.24\times10^{-4}$ & $1.48$\\
$-0.04$ & $-1.17\times10^{-6}$ & $-0.00776$\\
$0.08$ & $7.65\times10^{-3}$ & $50.6$\\
$-0.08$ & $-6.91\times10^{-6}$ & $-0.0458$\\
$0.10$ & $1.27\times10^{-2}$ & $84.3$
\end{tabular}
\end{center}
At $V=0.04$ hartree the current for $\beta=0.2$, $0.5$ and $0.8$ is $1.17\times10^{-6}$, $1.68\times10^{-5}$ and $2.24\times10^{-4}$ a.u. The first value is the reverse current of the $\beta=0.8$ contact, as Eq.~\eqref{eq:reverse} requires.

\subsection{Small bias}

Since $F'=T$, expansion of $F(\beta V)-F(-(1-\beta)V)$ about zero gives
\begin{equation}
\frac{\pi I}{N}=T_0\,[\beta+(1-\beta)]V
+\tfrac12T'(0)\,[\beta^2-(1-\beta)^2]V^2+\dots
\end{equation}
The second bracket is $2\beta-1$. Differentiating Eq.~\eqref{eq:T2} gives $T'=\alpha T(1-T)$, so
\begin{equation}
\frac{\pi I}{N}=T_0V+\frac{2\beta-1}{2}\,\alpha T_0(1-T_0)V^2+\dots,\qquad \alpha|V|\ll1 .
\label{eq:small}
\end{equation}
The linear conductance $NT_0/\pi$ does not depend on $\beta$; for the example it is $4.40\times10^{-5}$ a.u. A measurement of it alone cannot determine the voltage division. The first trace of $\beta$ is the even part,
\begin{equation}
\frac{I(V)+I(-V)}{V^2}\to\frac{0.6\times222.1\times1.383\times10^{-4}}{\pi}
=5.87\times10^{-3}\ \text{a.u.}
\end{equation}

\subsection{Tunnelling at larger bias}

If both Fermi levels lie well below the top, $e^{y_S}$ and $e^{y_D}$ are small and $\ln(1+e^y)\approx e^y$. Equation~\eqref{eq:soft} becomes
\begin{equation}
I\approx\frac{N}{\pi\alpha}e^{-\alpha\Phi}
\left[e^{\alpha\beta V}-e^{-\alpha(1-\beta)V}\right].
\label{eq:tunnel}
\end{equation}
In this regime $N$ and $\Phi$ enter only through the product $Ne^{-\alpha\Phi}$ once $\alpha$ is treated as an independent parameter. A fit of tunnelling data by Eq.~\eqref{eq:tunnel} therefore cannot determine them separately.

For $V>0$, take $e^{\alpha\beta V}$ out of the bracket at $+V$ and $e^{\alpha(1-\beta)V}$ out of the one at $-V$. The same factor $1-e^{-\alpha V}$ remains in both, and
\begin{equation}
\frac{I(V)}{|I(-V)|}\approx e^{\alpha(2\beta-1)V}.
\end{equation}
At $V=0.04$ hartree this estimate is $e^{5.33}\approx207$, while the closed form gives $191$. The source level is then close enough to the top for the logarithm to matter: $\ln(1+e^{y_S})$ is smaller than $e^{y_S}$ by the factor $0.156/0.169\approx0.92$, which accounts for the difference.

\subsection{High bias}

For $\beta V$ well above $\Phi$, with $\beta>0$, the first logarithm in Eq.~\eqref{eq:soft} tends to $y_S$. If $\alpha[\Phi+(1-\beta)V]$ is also large, the second is negligible and
\begin{equation}
I\to\frac N\pi(\beta V-\Phi).
\label{eq:high}
\end{equation}
The line meets the voltage axis at $V=\Phi/\beta$. Its slope follows from differentiating the limits of Eq.~\eqref{eq:window}:
\begin{equation}
\frac{dI}{dV}=\frac N\pi\left[\beta\,T(\beta V)+(1-\beta)\,T(-(1-\beta)V)\right].
\label{eq:slope}
\end{equation}
Raising the source level adds electrons that pass with $T\approx1$. Lowering the drain level opens energies below the barrier, where almost nothing passes. The differential conductance therefore approaches $\beta N/\pi$, which is less than $N/\pi$ for $\beta<1$. A differential conductance below $2e^2/h$ per channel thus need not mean that the transmission at the source level is below 1. This limit assumes that higher transverse modes stay above the source level.

At $V=0.10$ hartree, Eq.~\eqref{eq:high} gives $(0.08-0.04)/\pi=1.273\times10^{-2}$ a.u., equal to the closed form at this precision. The slope is $0.800$ conductance quanta. For reverse bias the corresponding threshold is $\Phi/(1-\beta)=0.2$ hartree, so the reverse currents in the table are still tunnelling currents.

\subsection{Finite temperature}

Let $k_BT_e$ be the thermal energy of the reservoirs. Integration by parts turns each term of Eq.~\eqref{eq:landauer} into
\begin{equation}
\int T f\,dE=\int F(E)\left(-\frac{df}{dE}\right)dE ,
\end{equation}
since $F\to0$ at low energy and $f\to0$ faster than $F$ grows at high energy. The weight $-df/dE$ is even about $\mu$ and has unit area. With $z=(E-\mu)/k_BT_e$, its mean square width is $(k_BT_e)^2$ times
\begin{equation}
4\int_0^\infty\frac{z\,dz}{e^z+1}=4\sum_{n=1}^\infty\frac{(-1)^{n+1}}{n^2}=\frac{\pi^2}{3}.
\end{equation}
Expanding $F$ to second order about $\mu$ adds $\frac12F''(\mu)\,\pi^2(k_BT_e)^2/3$, with $F''=T'$. The change of the current is
\begin{equation}
\delta I=\frac N\pi\,\frac{\pi^2}{6}(k_BT_e)^2\left[T'(\beta V)-T'(-(1-\beta)V)\right],
\label{eq:thermal}
\end{equation}
to leading order in $\alpha k_BT_e$. Deep in the tunnelling regime $T$ rises as $e^{\alpha E}$ while the thermal tail falls as $e^{-E/k_BT_e}$. If $\alpha k_BT_e$ reaches 1, the tail no longer confines the current to the neighbourhood of the Fermi level, and the zero-temperature formula fails. It is already inaccurate well before that: at $\alpha k_BT_e=0.5$ the tunnelling conductance at small bias is about $1.6$ times its zero-temperature value.

At 300 K, $k_BT_e=9.50\times10^{-4}$ hartree and $\alpha k_BT_e=0.211$. For $V=0.04$ hartree, Eq.~\eqref{eq:thermal} raises the current to $2.368\times10^{-4}$ a.u. Adaptive quadrature of Eq.~\eqref{eq:landauer} gives $2.370\times10^{-4}$ a.u., which is $5.9$ per cent above the zero-temperature value. Only the Fermi functions are warmed here; scattering by lattice vibrations, heating by the current and changes in the shape of the filament are left out. In a real filament they can matter at the larger biases of the table. At $V=0.10$ hartree ($2.7$ V) the dissipated power is about $0.23$ mW. Biases of $0.04$ and $0.10$ hartree dropped over a length comparable with $t\approx1$ nm mean fields of about 10 and 26 MV/cm, at or above the breakdown fields of common oxides, so the larger entries illustrate the formula and need not be reachable in a stable filament.

\subsection{A voltage drop inside the barrier}
\label{sec:field}

Suppose that a share $\gamma$ of the bias falls linearly across the thickness $t$. The field adds $-\mathcal Fx$ to the potential energy, with $\mathcal F=\gamma V/t$, and this form is assumed to hold throughout the region that determines the transmission. Completing the square,
\begin{equation}
\Phi-\tfrac12\omega^2x^2-\mathcal Fx
=\Phi+\frac{\mathcal F^2}{2\omega^2}
-\tfrac12\omega^2\left(x+\frac{\mathcal F}{\omega^2}\right)^2 .
\end{equation}
The curvature, and with it $\alpha$, is unchanged. The top moves towards the source for $V>0$ and rises by
\begin{equation}
\delta\Phi=\frac{\gamma^2V^2}{2t^2}\,\frac{t^2}{8\Phi}=\frac{\gamma^2V^2}{16\Phi},
\label{eq:shift}
\end{equation}
where $\omega^2=8\Phi/t^2$ was used. Here $\beta$ refers to the mid-plane $x=0$. Half of the inner drop lies on each side of it, which requires $\gamma/2\le\beta\le1-\gamma/2$. The current follows from Eq.~\eqref{eq:soft} with $\Phi+\delta\Phi$ in place of $\Phi$, while $\alpha$ keeps its zero-bias value.

For $\beta=0.8$ the largest allowed share is $\gamma=0.4$. At $V=0.04$ hartree it gives $\delta\Phi=0.16\times0.0016/0.64=4.0\times10^{-4}$ hartree. The current falls from $2.24\times10^{-4}$ to $2.06\times10^{-4}$ a.u., or by $7.9$ per cent. This figure belongs to a uniform field that continues beyond the thickness $t$; a field that ends at $x=\pm t/2$ gives a somewhat different reduction. The shift is only one per cent of $\Phi$, but it is multiplied by $\alpha$ in an exponent. Since $\delta\Phi$ grows as $V^2$, no single constant value of $\Phi$ reproduces this effect over a range of bias when $\alpha$ and $\beta$ are held fixed.

Numerical values quoted here were computed with a short program.
